Why a resonant trap works best near the point of equal couplings

A metal and a semiconductor are separated by a barrier a few nanometres thick, and a defect inside it binds an electron at an energy close to the Fermi energy. An electron can cross directly, or it can use the defect as a stepping stone without losing energy. A defect close to the metal exchanges electrons with the metal quickly, and one close to the semiconductor does the same with the semiconductor. Why should a defect in the middle, poorly connected to both, carry more current than either?

The short answer, that a trap near the midpoint dominates, is true under conditions. The relevant midpoint is where the two couplings are equal, which need not be the geometric centre. The preference is sharp for a trap in resonance, or after an integration over energy, but weak for a trap far from resonance. A one-dimensional barrier with one short-range trap is simple enough to show all of this.

**The model**

The barrier occupies 0 < z < d. Energies are measured from the Fermi energy, and the barrier top lies at W. The left lead is the metal. The right lead is the semiconductor, doped so heavily that its Fermi energy lies inside the band. An electron at the Fermi energy has kinetic energy K_L or K_R in them. The effective mass m is the same everywhere. There is one channel per lead and one spin, with no inelastic process and no charging of the trap. At energy E the wave decays in the barrier with the constant κ = √[2m(W − E)]/ħ, and the lead wave numbers are k_L and k_R.

The model describes motion along z only. A point defect in a real barrier also spreads the wave sideways, which makes both widths smaller and adds a prefactor that depends on the distance to the edge. On resonance the exponentials still favour a position near the middle. The currents and lifetimes below, however, belong to the one-dimensional model, and far from resonance a point defect off centre can transmit more than a central one.

The trap at z = x is an attractive delta function. It leaves ψ continuous and changes its slope by

ψ′(x+) − ψ′(x−) = −2κ₀ψ(x).

In an infinitely thick barrier the bound state is exp(−κ₀|z − x|), whose slope jumps by just this amount. Its energy is E₀ = W − ħ²κ₀²/(2m), so a trap level near the Fermi energy has depth W.

First consider a wave that leaves the trap to the left, exp(κz), and meets the edge at z = 0. Part of it returns as r_L exp(−κz), and the lead carries the outgoing wave t exp(−ik_L z). Continuity of value and slope gives

1 + r_L = t,  κ(1 − r_L) = −ik_L t.

Eliminating t,

r_L = (κ + ik_L)/(κ − ik_L),  1 + r_L = 2κ/(κ − ik_L).

The right edge gives the same expressions with k_R. Both reflection factors have modulus one. After a round trip from trap to edge they appear as

R_L = r_L exp(−2κx),  R_R = r_R exp[−2κ(d − x)].

Now send a wave exp(ik_L z) in from the left. If the barrier had no end, matching 1 + ρ = τ and ik_L(1 − ρ) = −κτ would put τ exp(−κz) into it, with τ = 2k_L/(k_L + iκ). Everything else to the left of the trap has come back from the trap. With s = τ exp(−κx), the wave is therefore

z < x:  ψ = s exp[−κ(z − x)] + C{exp[κ(z − x)] + R_L exp[−κ(z − x)]},

z > x:  ψ = D{exp[−κ(z − x)] + R_R exp[κ(z − x)]}.

The two conditions at the trap are

s + C(1 + R_L) = D(1 + R_R),

−κD(1 − R_R) + κs − κC(1 − R_L) = −2κ₀D(1 + R_R).

Take C from the first, insert it in the second and multiply by 1 + R_L. The terms in s add up to 2κs, and

2κs = D{κ[(1 − R_R)(1 + R_L) + (1 − R_L)(1 + R_R)] − 2κ₀(1 + R_L)(1 + R_R)}.

The square bracket equals 2(1 − R_L R_R), so D = s/Δ with

Δ = 1 − R_L R_R − (κ₀/κ)(1 + R_L)(1 + R_R).

At the right edge ψ(d) = D exp[−κ(d − x)](1 + r_R). The transmission probability is the ratio of currents, T = (k_R/k_L)|ψ(d)|². Using |τ|² = 4k_L²/(κ² + k_L²) and |1 + r_R|² = 4κ²/(κ² + k_R²),

T = 16σ_Lσ_R exp(−2κd)/|Δ|²,  σ_j = κk_j/(κ² + k_j²).

At the Fermi energy σ_j = √(WK_j)/(W + K_j). The numerator does not contain the trap position. All dependence on x sits in Δ.

**From matching to Breit-Wigner**

Let the trap be at least two or three decay lengths from either edge, so that |R_L| and |R_R| are small, and let E and E₀ be small compared with W. Then

κ₀/κ = √[(W − E₀)/(W − E)] ≈ 1 + (E − E₀)/(2W).

Keeping first-order terms in Δ,

Δ ≈ −[E − E₀ + 2W(R_L + R_R)]/(2W).

Since r_j = (κ + ik_j)²/(κ² + k_j²), its real part is (W − K_j)/(W + K_j) and its imaginary part is 2σ_j. The real part only moves the level, to E₀ − 2W Re(R_L + R_R). Let ε be the electron energy minus this shifted level. The imaginary part is 4W times the sum of σ_j with its exponential. Writing it as (Γ_L + Γ_R)/2 defines

Γ_L = A_L exp(−2κx),  Γ_R = A_R exp[−2κ(d − x)],  A_j = 8Wσ_j.

Thus |Δ|² = [ε² + (Γ_L + Γ_R)²/4]/(4W²). The numerator becomes 64W²σ_Lσ_R exp(−2κd), which is the product of the two widths:

T = Γ_LΓ_R/[ε² + (Γ_L + Γ_R)²/4].

This is the Breit-Wigner form. The total Γ = Γ_L + Γ_R is the full width of the line at half height. An electron left on the trap escapes at the rate Γ_L/ħ to the left and Γ_R/ħ to the right.

The widths must also vary little across the line. A change E in energy changes κ by about −κE/(2W), and hence the exponent 2κd by −κdE/W. The relevant energies must therefore be small compared with W/(κd). They must also be small compared with K_L and K_R, because the factors σ_j depend on the lead wave numbers.

**What moving the trap changes**

A step to the right multiplies Γ_L by a small factor and Γ_R by its inverse. The product stays fixed:

Γ_LΓ_R = A_LA_R exp(−2κd) = g².

The sum does not. Let x_m be the point where the widths are equal. Setting ln A_L − 2κx_m = ln A_R − 2κ(d − x_m) gives

x_m = d/2 + ln(A_L/A_R)/(4κ).

Both widths equal g there. With u = x − x_m, they are Γ_L = g exp(−2κu) and Γ_R = g exp(2κu), so their sum is 2g cosh(2κu). Inserting this and dividing by g²,

T = 1/[(ε/g)² + cosh²(2κu)].

The hyperbolic cosine is smallest at u = 0 and grows on both sides. For every fixed ε within this approximation, the best position is the point of equal couplings. Note that ε is held fixed relative to the shifted level; a trap of fixed strength must be retuned as it is moved, by an energy that is small compared with W but can be comparable with the linewidth.

On resonance T = sech²(2κu). At the balance point the transmission is one, however thick the barrier, although the line becomes exponentially narrow. Elsewhere the reflected fraction is

1 − 4Γ_LΓ_R/(Γ_L + Γ_R)² = (Γ_L − Γ_R)²/(Γ_L + Γ_R)².

The reason can be read from the probability N stored on the trap per unit incident current. The outflow to the right is T = NΓ_R/ħ, hence on resonance N = 4ħΓ_L/(Γ_L + Γ_R)². If the trap is near the semiconductor, Γ_R is large and the electron leaves before much probability has built up; then T ≈ 4Γ_L/Γ_R. If it is near the metal, much of what enters leaks back; then T ≈ 4Γ_R/Γ_L. A strong coupling on one side does not make up for a weak one on the other. It broadens the level and spoils the build-up.

**A trap away from resonance**

For |ε| much larger than Γ, the sum of the widths hardly matters and

T ≈ g²/ε².

The electron visits the trap only virtually. The amplitude to get in and the amplitude to get out multiply, and their exponents add up to the whole barrier thickness wherever the trap is. In this approximation the maximum stays at u = 0, but it is the top of a broad plateau, so flat that the small corrections neglected here can move it noticeably. To find its extent, set T to half its maximum:

(ε/g)² + cosh²(2κu) = 2[(ε/g)² + 1].

Hence cosh²(2κu) = 2 + (ε/g)², and the half-height points are at

|u| = arccosh{√[2 + (ε/g)²]}/(2κ).

For ε = 0 the full width in position is arccosh(√2)/κ, about 0.88 decay lengths. For large |ε|/g it grows as the logarithm of the detuning.

This also limits the word "dominates". A central trap detuned by ε transmits less than a resonant trap at u whenever cosh²(2κu) < 1 + (ε/g)². Position and level must both be right.

A detuned trap can still help. Without a trap, κ₀ = 0 and Δ ≈ 1, so direct tunnelling gives

T₀ = 16σ_Lσ_R exp(−2κd) = g²/(4W²).

For Γ ≪ |ε| ≪ W the trap raises the transmission by the factor (2W/ε)², independent of its position on the plateau.

**Current and conductance**

At finite bias or temperature, a measurement collects a range of energies. A trap off balance has a lower peak but a wider line, so the area must be found. With ε = (Γ/2)tan θ,

∫dε/(ε² + Γ²/4) = (2/Γ)∫dθ = 2π/Γ,

where θ runs from −π/2 to π/2. The area of the line is therefore

𝒜 = 2πΓ_LΓ_R/(Γ_L + Γ_R) = πg sech(2κu).

The best position is unchanged, but the penalty for missing it is milder: the peak falls as sech², while the width grows as cosh. Far from balance 𝒜 approaches 2π times the smaller width. The slower of the two steps is then the bottleneck.

Let T_e be the electron temperature. If the bias window contains the whole line, and both its edges are many kT_e away from the line, the current for one spin is (e/h)𝒜, with the couplings taken at that bias. For a bias energy much smaller than kT_e the conductance is (e²/h) times the integral of T weighted by 1/[4kT_e cosh²(E/2kT_e)]. When kT_e ≫ Γ and the level is at the Fermi energy, this weight is 1/(4kT_e) across the line, so

G ≈ (e²/h)πg sech(2κu)/(4kT_e).

**Numbers for one barrier**

Take m equal to 0.4 electron masses, d = 4 nm, W = 0.6 eV, K_L = 10 eV and K_R = 0.1 eV. These are round model parameters. They give κ = 2.510 nm⁻¹, κd = 10.04 and a decay length 1/κ = 0.398 nm. The prefactors are

A_L = 8 × 0.6 × √(0.6 × 10)/10.6 = 1.109 eV,

A_R = 8 × 0.6 × √(0.6 × 0.1)/0.7 = 1.680 eV.

The balance point is then

x_m = 2 + ln(1.109/1.680)/(4 × 2.510) = 1.959 nm,

and g = √(1.109 × 1.680) exp(−10.039) eV = 0.0596 meV. In this one-dimensional model the semiconductor edge couples somewhat better, so the trap must sit slightly closer to the metal. The shift is small because a prefactor enters through its logarithm.

For five positions the formulas give:

u (nm): peak T; area (meV)
−0.8: 0.0013; 0.00675
−0.4: 0.070; 0.049
0: 1.000; 0.187
+0.4: 0.070; 0.049
+0.8: 0.0013; 0.00675

Carrying ψ and its slope numerically across the barrier and the trap, without expanding Δ, gives the same peak heights to about one per cent. At 0.4 nm from balance, which is about one decay length, the peak has lost 93 per cent of its height but the area only 74 per cent. At u = +0.8 nm the widths are 0.0011 meV on the left and 3.3 meV on the right. The strong coupling is more than fifty times g, yet the area is only 3.6 per cent of its value at balance.

The resonant maximum is 0.351 nm wide in position, from half height to half height. At a detuning of 10g = 0.596 meV the half-height points already lie 0.598 nm to either side of x_m.

Now move the trap level 10 meV above resonance. The estimate g²/ε² is 3.55 × 10⁻⁵. Numerical matching gives 3.52 × 10⁻⁵ at u = −0.5 nm and at u = 0, and 3.51 × 10⁻⁵ at u = +0.5 nm, so half a nanometre hardly matters here, provided the shifted level is kept 10 meV from resonance at each position. For a trap of fixed strength, with E₀ = 10 meV, the level shift near the edges changes T by about ten per cent over the same range, and the largest transmission, about twice the central value, lies near u = +1 nm. Most of the small deficit comes from the root in κ₀/κ. With δ = 0.010/0.6, one has 1 − √(1 − δ) ≈ (δ/2)(1 + δ/4), which lowers T by a fraction δ/2, or 0.8 per cent. Direct tunnelling gives 2.47 × 10⁻⁹. The far-detuned trap thus still raises the transmission of this one channel by about (2 × 0.6/0.010)² = 14,400. In a wide contact direct tunnelling has many channels, and a single trap counts for less.

In a wide bias window the central trap would carry 7.25 nA per spin with these couplings, if charging is ignored. A real trap may hold only one electron at a time. Electrons of either spin can then enter the empty trap, but only one can be there to leave. With Γ_in and Γ_out for the leads where the electron enters and leaves, the two spins together carry (2e/ħ)Γ_inΓ_out/(2Γ_in + Γ_out). At equal couplings this is 9.67 nA instead of 14.5 nA, and the best position moves by ln 2/(4κ) = 0.07 nm towards the exit.

Without charging, the small-bias conductance of the central trap for one spin at 300 K, where kT_e = 25.85 meV, is

G = 0.187/(4 × 25.85) e²/h = 1.81 × 10⁻³ e²/h.

The resonance transmits perfectly, but it fills only a small part of the thermal window. This figure is for purely elastic tunnelling. In a real barrier at room temperature, lattice vibrations can disturb an electron that stays on the trap for several picoseconds, as it does here.

**Many traps**

Suppose the traps are dilute enough to act independently and are spread uniformly in position and level. At a fixed electron energy, integrating over the trap level gives the same area as integrating over ε. The contribution of each position is proportional to πg sech(2κu). Since

d/dy {2 arctan[tanh(y/2)]} = 1/[cosh²(y/2) + sinh²(y/2)] = sech y,

the integral of sech y over all y is π. For a barrier many decay lengths thick the ends can be ignored, and

∫πg sech(2κu) du = π²g/(2κ).

The share contributed from |u| < w is (4/π)arctan[tanh(κw)]. For w = 1/κ it is 0.83. In the example this strip is 0.8 nm wide and holds a fifth of the traps, yet it supplies about five sixths of the average. This is the precise sense in which traps near the midpoint dominate.

The average falls with thickness as g, that is as exp(−κd), whereas direct tunnelling falls as exp(−2κd). Each added nanometre costs the trap contribution a factor exp(2.51) and direct tunnelling a factor exp(5.02). A well-placed trap divides the barrier into two halves, and the rate is set by one half.

An average is not a single contact. In the example, more than half of it comes from traps that are both within a decay length of balance and detuned by less than their full linewidth, |ε| < Γ (about 0.58 of the total; for |ε| < Γ/2 it is about 0.41). A small contact may contain none, and its transmission is then set by off-centre or detuned traps, or by direct tunnelling.

**A barrier that is not flat**

The barrier height W(z) above the electron energy can also vary with position. If it varies slowly, the leading semiclassical approximation replaces exp[±κ(z − x)] by

√[κ(x)/κ(z)] exp[±∫κ(z′)dz′],

with the integral taken from x to z. To this order the slope at the trap is still ±κ(x) times the value, so the matching there is unchanged. The round-trip exponents become 2S_L and 2S_R, where S_L and S_R are the integrals of κ from the trap to the two edges. The square-root factors contribute κ(0)/κ(x) on entry and κ(x)/κ(d) on exit. They turn the edge factors into σ_L taken at z = 0 and σ_R taken at z = d, and κ(x) cancels. The Breit-Wigner form survives with

Γ_j = 8W(x)σ_j exp(−2S_j).

Equal couplings now require

2(S_L − S_R) = ln(σ_L/σ_R).

Apart from the edge factors, the midpoint is the point with equal actions on both sides. It lies towards the higher part of the barrier, where each nanometre costs more.

Let the height fall linearly from 1.0 eV at the metal to 0.4 eV at the semiconductor, with the other parameters unchanged. Equal actions are found at 1.786 nm, and the edge factors move the balance to 1.756 nm. Numerical matching, with the barrier cut into 150 thin slices on each side of the trap and the trap strength tuned to resonance, puts the best position at 1.761 nm. The peak transmission there is 1.00. A resonant trap at the geometric centre, 2 nm, reaches only 0.25. An error of a quarter of a nanometre is enough to lose three quarters of the peak.

For the area there is a further small shift. Since g is now proportional to W(x), the largest area lies slightly on the higher side of the balance point.

A sloping barrier also ties position to energy. If all traps lie at the same depth below the local barrier top, their levels follow the slope, and at a given electron energy those at one position are resonant. They profit from the midpoint only if that position falls there. The same bias that drives the current can tilt the barrier and move a trap into or out of this alignment.

Numerical values quoted here were computed with a short program.
